# DKH energies and their convergence limit in a two-level model

## The question

A field-free relativistic electron problem has been brought to diagonal form. One state of energy $+E_0$ and one of energy $-E_0$ are kept. An external potential of strength $\lambda$ acts within this pair:

$$
H(\lambda)=\begin{pmatrix}E_0+\lambda a&\lambda b\\ \lambda b&-E_0+\lambda d\end{pmatrix},\qquad E_0>0 .
$$

Here $a,b,d$ are real energies, $b\neq0$, and $\lambda$ is real and dimensionless unless stated otherwise. For a free electron of momentum $p$, $E_0=\sqrt{m^2c^4+p^2c^2}$. The formulas hold with all energies in joules, or all in any other single unit.

The Douglas–Kroll–Hess (DKH) method removes the off-diagonal, or odd, part of $H$ by successive unitary transformations. Step $k$ removes the odd term of order $\lambda^k$. The DKH energy of order $N$ is the upper diagonal element with all powers above $\lambda^N$ dropped, after enough steps to fix the retained terms.

Use the abbreviations
$$
\mu=\frac{a+d}{2},\qquad g=\frac{a-d}{2},\qquad w=\sqrt{g^2+b^2}.
$$

For numerical work take the round model values $E_0=500$, $a=-500$, $d=-100$ and $b=150$, all in keV. The value of $E_0$ is chosen for simple arithmetic: it lies slightly below the electron rest energy of 511 keV and corresponds to no actual momentum. Then $\mu=-300$, $g=-200$ and $w=250$ keV.

## (a) One DKH step

**Question.** Step $k$ uses $W_k=\omega_kJ$, with $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$, and a unitary series $U_k=\sum_j c_jW_k^j$ with real $c_j$ and $c_0=c_1=1$. Find its effect on $H$ and the value of $\omega_k$ that removes the leading odd term.

**Answer.** Separate the mean of the diagonal elements:
$$
H=\lambda\mu\,\mathbf 1+D\sigma_z+O\sigma_x,\qquad D=E_0+\lambda g,\quad O=\lambda b .
$$
A unitary transformation leaves the term $\lambda\mu\,\mathbf 1$ unchanged.

Since $J^2=-\mathbf 1$, even powers of $W_k$ are multiples of $\mathbf 1$ and odd powers are multiples of $J$. Unitarity therefore allows us to write
$$
U_k=\cos\theta_k\,\mathbf 1+\sin\theta_k\,J,\qquad \theta_k=\omega_k+O(\omega_k^3),
$$
where $\theta_k$ is odd in $\omega_k$ and its linear term follows from $c_1=1$. (The symbol $O(\cdot)$ with an argument denotes an order of magnitude.)

The matrix $J$ anticommutes with $\sigma_z$ and $\sigma_x$, so $\sigma U_k^T=U_k\sigma$ for either one. Hence $U_k\sigma U_k^T=U_k^2\sigma$, with $U_k^2=\cos2\theta_k\,\mathbf 1+\sin2\theta_k\,J$. Direct multiplication gives $J\sigma_z=-\sigma_x$ and $J\sigma_x=\sigma_z$. Therefore
$$
D'=D\cos2\theta_k+O\sin2\theta_k,\qquad
O'=O\cos2\theta_k-D\sin2\theta_k. \tag{1}
$$

Before step $k$, let $O=O_k\lambda^k+\cdots$, while $D=E_0+\cdots$. The order-$k$ part of $O'$ is $O_k\lambda^k-2E_0\omega_k$. It vanishes if
$$
\omega_k=\frac{O_k\lambda^k}{2E_0}. \tag{2}
$$
The denominator is the field-free gap. After this step the odd part starts at order $k+1$ or later.

## (b) Energies through fifth order

**Question.** Carry out the first two steps with $U_k=e^{W_k}$ and obtain the energy through fourth order. Show how many orders are fixed after $n$ steps, and find the fifth-order term.

**Answer.** The exponential form has $\theta_k=\omega_k$. Initially $O_1=b$, so $\omega_1=\lambda b/(2E_0)$. Put $x=2\omega_1=\lambda b/E_0$. Equation (1) gives
$$
D^{(1)}=(E_0+\lambda g)\cos x+\lambda b\sin x,\qquad
O^{(1)}=\lambda b\cos x-(E_0+\lambda g)\sin x .
$$
Using $\cos x=1-x^2/2+x^4/24-\cdots$ and $\sin x=x-x^3/6+\cdots$, the terms of $D^{(1)}$ are:

- Order 2: $-\dfrac{b^2}{2E_0}+\dfrac{b^2}{E_0}=\dfrac{b^2}{2E_0}$.
- Order 3: $-\dfrac{gb^2}{2E_0^2}$, from $\lambda g(-x^2/2)$.
- Order 4: $\left(\dfrac1{24}-\dfrac16\right)\dfrac{b^4}{E_0^3}=-\dfrac{b^4}{8E_0^3}$.

In $O^{(1)}$ the linear terms cancel. The quadratic term is $-\lambda gx$, so
$$
O_2=-\frac{gb}{E_0},\qquad \omega_2=-\frac{\lambda^2gb}{2E_0^2}.
$$
The second rotation changes the diagonal element at fourth order by
$$
-\frac{E_0(2\omega_2)^2}{2}+O_2\lambda^2(2\omega_2)
=\frac{O_2^2\lambda^4}{2E_0}=\frac{g^2b^2}{2E_0^3}\lambda^4 .
$$

To count the orders already fixed, note from (1) that $D^2+O^2$ is invariant. Its positive square root is
$$
S(\lambda)=\sqrt{(E_0+\lambda g)^2+\lambda^2b^2}. \tag{3}
$$
The upper eigenvalue is $E=\lambda\mu+S$. After $n$ steps, $O$ starts no earlier than order $n+1$, and
$$
D-S=-\frac{O^2}{D+S}
=-\frac{O_{n+1}^2}{2E_0}\lambda^{2n+2}+\cdots. \tag{4}
$$
Thus $n$ steps fix the energy through order $2n+1$. Two steps fix order five, which can be read from $S$. With $D_0=E_0+\lambda g$,
$$
S=D_0+\frac{\lambda^2b^2}{2D_0}-\frac{\lambda^4b^4}{8D_0^3}+O(\lambda^6).
$$
At fifth order, $1/D_0$ contributes $-g^3/E_0^4$ and $1/D_0^3$ contributes $-3g/E_0^4$. Writing $E=\sum_nE_n\lambda^n$, we find
$$
\begin{aligned}
E_1&=\mu+g=a, & E_2&=\frac{b^2}{2E_0},\\
E_3&=-\frac{gb^2}{2E_0^2}, &
E_4&=\frac{b^2(4g^2-b^2)}{8E_0^3},\\
E_5&=\frac{gb^2(3b^2-4g^2)}{8E_0^4}. &&
\end{aligned}
$$
The zeroth coefficient is $E_0$ itself. For the model values,
$$
E_2=\frac{150^2}{1000}=22.5\ \text{keV},\qquad
E_3=\frac{200\times150^2}{2\times500^2}=9.0\ \text{keV},
$$
and likewise $E_4=3.094$ and $E_5=0.8325$ keV. At $\lambda=1$ the fifth-order energy is
$$
500-500+22.5+9.0+3.094+0.8325=35.426\ \text{keV}.
$$
The eigenvalue is $-300+\sqrt{300^2+150^2}=35.410$ keV, or $5.673\times10^{-15}$ J. The DKH error relative to this model eigenvalue is $+0.016$ keV.

## (c) Does the unitary form matter?

**Question.** Compare the exponential form with $U=\sqrt{1+W^2}+W$ and the Cayley form $U=(1+W/2)(1-W/2)^{-1}$. Consider both the DKH energies and the sixth-order diagonal term after two steps.

**Answer.** Equation (4) used no particular relation between $\theta_k$ and $\omega_k$ beyond its linear term. Every DKH coefficient is therefore the corresponding Taylor coefficient of $E(\lambda)$, whichever form is used. The reason is that each diagonal block here is a single number: once the odd part is gone, that number is the eigenvalue. This argument does not cover truncated Hamiltonians with larger blocks.

Stopping after two steps but retaining sixth order is different, because two steps fix only order five. By (4), the retained coefficient is $E_6-O_3^2/(2E_0)$, and $O_3$ depends on the form. To find it, combine (1) into
$$
D'+iO'=(D+iO)e^{-2i\theta_k}. \tag{5}
$$
The rotation angles subtract from the initial polar angle $\Theta$ of $D+iO$. With $z=(g+ib)/E_0$,
$$
\Theta=\operatorname{Im}\ln(1+\lambda z)
=\sum_{k\ge1}\frac{(-1)^{k+1}}{k}\operatorname{Im}(z^k)\lambda^k .
$$
For the exponential form each step removes one term of this series, so
$$
\omega_k=\frac{(-1)^{k+1}}{2k}\operatorname{Im}(z^k)\lambda^k. \tag{6}
$$
Here $z=-0.4+0.3i$ and $\operatorname{Im}z^3=0.117$. Thus $\omega_3=0.0195$ at $\lambda=1$, and (2) gives $O_3=2E_0\times0.0195=19.5$ keV.

For another form write $\theta=\omega+\kappa\omega^3+\cdots$. The first step then removes an additional cubic angle $2\kappa\omega_1^3$, while the second step's own correction begins at order six. Hence
$$
O_3=E_0\left[\frac{\operatorname{Im}z^3}{3}-2\kappa\left(\frac{b}{2E_0}\right)^3\right].
$$
The square-root form has $\sin\theta=\omega$, so $\kappa=1/6$. The Cayley form has $\theta=2\arctan(\omega/2)$, so $\kappa=-1/12$. The values of $O_3$ are 18.94 and 19.78 keV respectively.

With $E_6=0.1128$ keV, the two-step sixth-order coefficients are $-0.2675$ keV (exponential), $-0.2458$ keV (square root) and $-0.2785$ keV (Cayley). Their spread belongs to an unfinished calculation. A third step restores $E_6$ in each case.

## (d) The branch points

**Question.** Continue $\lambda$ into the complex plane. Locate the branch points, describe $H$ there, and relate them to the gap for real $\lambda$.

**Answer.** Factor the square in (3):
$$
S^2=[E_0+\lambda(g+ib)][E_0+\lambda(g-ib)].
$$
Its zeros are $\lambda_*$ and $\overline{\lambda_*}$, where
$$
\lambda_*=-\frac{E_0}{g+ib}=\frac{E_0(-g+ib)}{w^2},\qquad
|\lambda_*|=\frac{E_0}{w}. \tag{7}
$$
Because $b\ne0$, the zeros are distinct and simple. Near either one, $S$ behaves as the square root of the distance from it. One small circuit changes the sign of $S$ and exchanges the eigenvalues $\lambda\mu\pm S$.

The traceless part $M=D\sigma_z+O\sigma_x$ of the original $H$ obeys $M^2=S^2\mathbf 1=0$ at the branch point. But $M\ne0$, since its off-diagonal element is $\lambda_*b$. A nonzero $2\times2$ matrix with zero square has one independent eigenvector, so the eigenvectors coalesce along with the eigenvalues.

For real $\lambda$ the gap is $2S$. Completing the square in
$$
S^2=w^2\lambda^2+2E_0g\lambda+E_0^2
=w^2\left(\lambda+\frac{E_0g}{w^2}\right)^2+\frac{E_0^2b^2}{w^2}
$$
shows that the minimum lies at $\lambda=-E_0g/w^2=\operatorname{Re}\lambda_*$, with gap $2E_0|b|/w$. The branch points are thus the complex counterpart of an avoided crossing.

For the model values,
$$
\lambda_*=\frac{500(200+150i)}{250^2}=1.6+1.2i,\qquad |\lambda_*|=2.0 .
$$
The smallest real gap is $2\times500\times150/250=600$ keV, at $\lambda=1.6$.

## (e) Convergence

**Question.** For which $\lambda$ does the DKH energy series converge? Treat the boundary as well, and interpret the results at $\lambda=1,2,3$.

**Answer.** Let $R=|\lambda_*|=E_0/w$. From the factorization,
$$
S=E_0\sqrt{1-\lambda/\lambda_*}\,\sqrt{1-\lambda/\overline{\lambda_*}}. \tag{8}
$$
Both factors are analytic for $|\lambda|<R$, so the series converges there. Its radius cannot be larger, because the derivative of $S$ diverges at $\lambda_*$. The series therefore diverges for every $|\lambda|>R$.

On the boundary use $\sqrt{1-y}=\sum_j\beta_jy^j$. Here $\beta_0=1$ and $\beta_1=-1/2$, and the ratio $\beta_j/\beta_{j-1}=(j-3/2)/j$ is positive for $j\ge2$. All $\beta_j$ with $j\ge1$ are therefore negative, and for $0<y<1$
$$
\sum_{j\ge1}|\beta_j|y^j=1-\sqrt{1-y}.
$$
Letting $y\to1$ gives $\sum_{j\ge0}|\beta_j|=2$. Each factor in (8) thus has an absolutely convergent series at $|\lambda|=R$, and so has their product. Convergence is uniform on the closed disc, so by continuity the sum at real $\lambda=\pm R$ is the eigenvalue.

The condition is
$$
|\lambda|\,w\le E_0 .
$$
At full strength $\lambda=1$, it compares the size $w$ of the traceless part of the potential with half the field-free gap. This condition belongs to the two-level model. It is not a convergence test for an atom or molecule, where the potential couples many states with different gaps. The common shift $\mu$ plays no role. The generator series (6) has the same radius, since $\ln(1+\lambda z)$ is singular at $\lambda=-1/z=\lambda_*$.

The errors of the partial sums, relative to the model eigenvalue and in keV, are:

| $N$ | $\lambda=1$ | $\lambda=2$ | $\lambda=3$ |
|---:|---:|---:|---:|
| 5 | $1.6\times10^{-2}$ | $21.9$ | $3.4\times10^2$ |
| 10 | $-7.6\times10^{-4}$ | $-10.4$ | $-9.7\times10^2$ |
| 20 | $-6.5\times10^{-7}$ | $-4.6$ | $-2.0\times10^4$ |

At $\lambda=1$ convergence is fast but not monotonic. The fifth-order sum is already too high by 0.016 keV, and adding the positive $E_6=0.113$ keV raises the error to 0.129 keV. At $\lambda=2$, on the circle, the sum converges slowly. At $\lambda=3$ it diverges, although the eigenvalue is a regular $-439.0$ keV. There $S=-439.0+900=461.0$ keV, so the real gap is 922 keV, wider than its minimum. The diagonal elements have crossed at $\lambda=-E_0/g=2.5$, so at $\lambda=3$, where $D=-100$ keV, the upper eigenvector has weight only $(1+D/S)/2=0.39$ on the $+E_0$ state. An open gap on the real axis does not guarantee convergence.

Two limits complete the picture. If $g=0$, then $\lambda_*=\pm iE_0/b$ and $S$ contains only even powers. If $b=0$, which was excluded above, the DKH energy is the polynomial $E_0+\lambda a$ and there is no branch point; the levels may then cross.

## (f) Branch points from the energies

**Question.** Suppose only $E_2,\ldots,E_5$ are known, together with the fact that $S^2$ is quadratic in $\lambda$. Recover the branch points.

**Answer.** Write $S^2=E_0^2Q$ with $Q=1+q_1\lambda+q_2\lambda^2$. Differentiation gives $2SS'=E_0^2Q'$. Multiplying by $S$ and dividing by $2E_0^2$ gives $QS'=\tfrac12Q'S$. For $n\ge3$ the coefficients of $S$ that enter at order $\lambda^n$ are those of $E$, so
$$
(n+1)E_{n+1}+q_1\left(n-\tfrac12\right)E_n+q_2(n-2)E_{n-1}=0 .
$$
For $n=3$ and $n=4$, in keV,
$$
\begin{aligned}
12.375+22.5q_1+22.5q_2&=0,\\
4.1625+10.828q_1+18q_2&=0 .
\end{aligned}
$$
The first equation gives $q_2=-0.55-q_1$. Substitution in the second gives $-5.7375-7.172q_1=0$, hence $q_1=-0.80$ and $q_2=0.25$. The roots of $Q$ are
$$
\lambda=\frac{0.80\pm\sqrt{0.64-1.00}}{0.50}=1.6\pm1.2i,
$$
in agreement with (d). The recurrence also holds at $n=2$, where the factor $n-2$ removes the first-order coefficient. It reads $27+33.75q_1=0$ and gives $q_1=-0.80$ directly. Thus $E_2,E_3,E_4$ already determine $Q$, and $E_5$ serves as a check. So few energies suffice because $S^2$ is quadratic in $\lambda$, a property of the two-level model. The numerical check also obtains the coefficients independently, from a contour integral of the eigenvalue.

## Computed results

```
E0, a, d, b = 500, -500, -100, 150 keV
mu, g, w = -300, -200, 250 keV
DKH coefficients E_n:
  n=0: 500.000000 keV
  n=1: -500.000000 keV
  n=2: 22.500000 keV
  n=3: 9.000000 keV
  n=4: 3.093750 keV
  n=5: 0.832500 keV
  n=6: 0.112781 keV
  n=7: -0.048037 keV
  n=8: -0.048846 keV
exponential generators omega_k at lam=1 (dimensionless):
  k=1: 0.150000
  k=2: 0.060000
  k=3: 0.019500
  k=4: 0.004200
order-6 diagonal coefficient after only two steps:
  exponential: -0.267469 keV
  square-root: -0.245848 keV
  Cayley: -0.278517 keV
q1, q2 from orders 2-5 = -0.800000, 0.250000 (dimensionless)
branch points = 1.600000 +- 1.200000 i
convergence radius R = 2.000000 (dimensionless)
smallest real-axis gap = 600.0000 keV at lam = 1.6000
lam=1, partial sum and its error:
  N=1: 0.000000 keV, -35.410197 keV
  N=2: 22.500000 keV, -12.910197 keV
  N=3: 31.500000 keV, -3.910197 keV
  N=4: 34.593750 keV, -0.816447 keV
  N=5: 35.426250 keV, +0.016053 keV
  N=6: 35.539031 keV, +0.128835 keV
  N=7: 35.490994 keV, +0.080797 keV
  N=8: 35.442147 keV, +0.031951 keV
eigenvalue at lam=1: 35.410197 keV
eigenvalue at lam=2: -283.772234 keV
eigenvalue at lam=3: -439.022777 keV
error of partial sum at lam = 1, 2, 3:
  N=5: +1.605e-02, +2.191e+01, +3.374e+02 keV
  N=10: -7.587e-04, -1.044e+01, -9.706e+02 keV
  N=20: -6.482e-07, -4.557e+00, -1.967e+04 keV
  N=40: -4.476e-13, -1.878e+00, -2.133e+07 keV
largest |error| for N=11-20 and for N=31-40:
  lam=1: 1.925e-03, 5.285e-10 keV
  lam=2: 1.283e+01, 2.724e+00 keV
  lam=3: 1.967e+04, 2.133e+07 keV
eigenvalue at lam=1 in SI: 5.673339e-15 J
```
